Clearing a modified layer with a directed ion beam

**Problem**

In one cycle of directional atomic layer etching, a gas first modifies the top layer of a surface, and ions then remove that layer. Consider the second step. At t = 0 every surface site is modified. Singly charged ions arrive at normal incidence, at random positions and times, with a steady and uniform current density J = 0.1 mA/cm². Each modified site is removed with the cross section σ = 1×10⁻¹⁵ cm², whatever the state of its neighbours. Nothing else adds or removes modified sites.

(a) Find the ion flux and the equation for the fraction θ(t) of sites that are still modified.

(b) Show that removing 95 percent of the layer takes about 4.8 s. What time would follow if the initial removal rate persisted, and why is it wrong?

(c) Let the surface be chlorinated InSb(001), with one modified site per surface lattice site and the lattice constant set to a = 0.648 nm as an input of the model. How many sites does one ion remove at the start, and on average up to 95 percent removal?

(d) How does the time change if half the sites have cross section 0.5σ and half 1.5σ? How does it change if the sites are equal but J is a measured net current and each ion releases γ = 0.1 electrons?

(e) The ions have energy E = 50 eV along the surface normal and a transverse temperature T with k_B T = 0.05 eV. What fraction of the layer on an open vertical wall is lost while the floor loses 95 percent?

(f) Residual Cl₂ at 1×10⁻⁸ Torr and 300 K modifies cleared sites again. On a fully cleared surface a molecule sticks with probability 0.1 and then modifies two sites. Find the new time, and the pressure above which 95 percent removal is never reached.

(g) Cleared InSb is sputtered with a yield of 0.01 atoms per ion. Estimate the loss during the step, and the heating of a wafer 0.5 mm thick.

Each of parts (d) to (g) changes the model of part (b) in the stated respect and holds the rest fixed.

**Solution**

**(a) From current to removal rate**

Current density is charge per area and time. Each ion brings one elementary charge e = 1.602×10⁻¹⁹ C, so the number of ions per area and time is

Γ = J/e
= (1×10⁻⁴ A/cm²)/(1.602×10⁻¹⁹ C)
= 6.24×10¹⁴ ions/(cm² s).

The cross section is an effective target area attached to each modified site: an ion that lands inside it removes the site. It therefore contains both the chance of hitting near the site and the chance that the hit succeeds. It need not equal the geometric area of an atom.

In a short time dt, Γ dt ions arrive per unit area. The probability that one of them lands in the target area of a given site is σΓ dt, if dt is so short that two such hits can be neglected. Of the fraction θ that is still modified, the part σΓ dt is then lost:

dθ = −σΓ θ dt.

The minus sign expresses loss. Dividing by dt gives

dθ/dt = −kθ, with k = σΓ = σJ/e.

The units are cm² × 1/(cm² s) = 1/s, as a rate requires. The value is

k = (1×10⁻¹⁵ cm²) × (6.24×10¹⁴ cm⁻² s⁻¹) = 0.624 s⁻¹.

This is what "first order" means here: the removal rate is proportional to the first power of what remains.

**(b) The time for 95 percent**

Separate the variables and integrate from the complete layer, θ = 1 at t = 0:

∫₁^θ dθ′/θ′ = −k ∫₀^t dt′

ln θ − ln 1 = −kt

θ(t) = exp(−kt).

Removing 95 percent leaves 5 percent, so the condition is θ = 0.05 = 1/20:

exp(−kt₉₅) = 1/20

−kt₉₅ = −ln 20

t₉₅ = ln 20/k = e ln 20/(σJ).

With ln 20 = 2.996,

t₉₅ = 2.996/(0.624 s⁻¹) = 4.80 s,

or 4800 ms. This is the stated result.

If the initial rate persisted, the removed fraction would be kt, and 95 percent would be gone after

0.95/k = 0.95 × 1.602 s = 1.52 s.

That is too short by a factor of about three. The ions keep arriving at the same rate, but a growing share of them land where the modified site is already gone.

There is a second way to see the logarithm. After a time t, the mean number of ions that have landed in the target area of a given site is kt. Since arrivals are random and independent, this number follows a Poisson distribution, and the probability that it is zero is exp(−kt). A site remains if it has received no such hit. To bring the share of missed sites down to one in twenty, the mean must be ln 20, or about three, because some sites are hit repeatedly while others are still waiting.

For a general removed fraction f the same algebra gives

t_f = −ln(1 − f)/k.

This is 1.11 s for 50 percent, 3.69 s for 90 percent and 7.38 s for 99 percent. As f approaches 1 the time grows without bound: the model has no moment at which the average layer is completely gone. For small f, −ln(1 − f) ≈ f, and the constant-rate estimate becomes correct.

The ion fluence, meaning the number of ions received per area, is

F₉₅ = Γt₉₅ = Γ ln 20/(σΓ) = ln 20/σ = 3.00×10¹⁵ ions/cm².

The flux has cancelled. Doubling the current halves the time and leaves the required fluence unchanged, provided that σ stays the same. If the current varies in time, kt is replaced by (σ/e)∫J dt, because the rate equation then integrates to

ln θ = −(σ/e) ∫₀^t J(t′) dt′.

The charge state matters as well. An ion of charge qe gives Γ = J/(qe), so at equal J and equal σ the time is q times as long.

**(c) Sites removed per ion**

InSb has the zinc blende structure. Its cubic cell contains eight atoms in four planes parallel to (001), so each plane has two atoms in the area a². The density of surface sites is

N = 2/a² = 2/(0.648×10⁻⁷ cm)² = 4.76×10¹⁴ sites/cm².

The number of modified sites per area is Nθ. They are removed at the rate Nkθ = NσΓθ. Dividing by the ion flux gives the yield per ion at that moment:

Y(θ) = σNθ.

At the start θ = 1, and

Y(1) = (1×10⁻¹⁵ cm²) × (4.76×10¹⁴ cm⁻²) = 0.476 sites per ion.

Up to 95 percent removal, 0.95N sites have been removed by F₉₅ ions per area. The average yield is

0.95N/F₉₅ = 0.95σN/ln 20 = 0.95 × 0.476/2.996 = 0.151 sites per ion.

About 6.3 ions per surface site have then arrived. The density N enters these yields but not t₉₅, because σ was defined for one site. If instead the initial yield per ion is the measured quantity, one must first divide it by N to obtain σ.

**(d) Unequal sites and secondary electrons**

Real surfaces have steps, defects and different bonding configurations, so a single σ is an idealization. With two equally large groups, each group decays exponentially at its own rate:

θ(t) = ½ exp(−kt/2) + ½ exp(−3kt/2).

The mean cross section is still σ, and so is the initial removal rate. To find the time, put q = exp(−kt/2). Then exp(−3kt/2) = q³, and θ = 0.05 becomes

½q + ½q³ = 0.05

q + q³ = 0.1.

The left side rises steadily with q, so there is one real root. Solving numerically for the time gives 7.41 s, which is 54 percent longer than 4.80 s.

The reason is visible in the equation. At late times q is small, q³ is negligible, and nearly all that remains belongs to the slow group. Dropping q³ gives q = 0.1 and

t ≈ 2 ln 10/k = 7.38 s,

close to the full solution. A mean cross section taken from the initial rate therefore does not fix the time needed to finish the layer.

Secondary electrons affect the conversion from current to flux. A positive ion arriving at the surface and an electron leaving it contribute to the electric current with the same sign. If γ electrons leave per ion, the measured net current density is

J = eΓ + γeΓ = (1 + γ)eΓ.

Solving for the flux gives Γ = J/[(1 + γ)e], which is smaller than J/e. The rate k falls by the factor 1 + γ, and the time grows by the same factor:

t = (1 + γ)t₉₅ = 1.1 × 4.80 s = 5.28 s.

The original result requires J to be the current carried by the arriving ions. In a plasma, electrons also reach the surface, and an electrically floating surface has zero net current although ions strike it continuously. There the net current cannot be used to find Γ at all.

**(e) Why the removal is directional**

The floor of a trench faces the ions. An ideal vertical wall lies parallel to their mean motion and is struck because the ions also have small sideways velocities. Let n be the ion density in the beam and m the ion mass. The floor receives

Γ_floor = n v_z = n √(2E/m).

For the wall, take a Maxwell distribution of the velocity component v_x normal to it. The ions moving toward the wall give

Γ_wall = n ∫₀^∞ v_x √(m/(2πk_B T)) exp(−mv_x²/(2k_B T)) dv_x.

The integral of v_x times the exponential is k_B T/m, since the integrand is the derivative of −(k_B T/m) exp(−mv_x²/(2k_B T)). Hence

Γ_wall = n √(m/(2πk_B T)) × k_B T/m = n √(k_B T/(2πm)).

The density and the mass cancel in the ratio:

ρ = Γ_wall/Γ_floor = √(k_B T/(2πm)) × √(m/(2E)) = √(k_B T/(4πE)).

For the given energies,

ρ = √(0.05/(4π × 50)) = 0.0089.

If the wall has the same σ per unit of flux through its own surface, its removal rate is ρk. At t₉₅ the lost fraction of its layer is

1 − exp(−ρkt₉₅) = 1 − exp(−ρ ln 20) = 0.026,

or 2.6 percent, against 95 percent on the floor.

The ratio of the two losses is larger than ρ. For small ρ the wall loss is approximately ρ ln 20, so the ratio is

ρ ln 20/0.95 ≈ 3.2ρ (3.1ρ with the exact wall loss at the given ρ).

The floor is running out of modified sites while the wall is still near its initial rate. Doubling the exposure removes only another 4.75 percent of the floor layer, while the wall loss nearly doubles, from 2.6 to 5.2 percent. In this model, finishing the floor more completely therefore costs directionality.

The wall was assumed to be open to all ions moving toward it. Deep in a narrow trench the opposite wall blocks part of them, but ions that strike the walls are also missing at the floor. The floor then needs more time, and the wall loss during that time can exceed 2.6 percent. Equal σ on wall and floor is also a strong simplification. The ions that reach the wall arrive about 1.6° from its surface, with a mean energy normal to it of k_B T = 0.05 eV, against 50 eV at the floor. On a smooth wall they may be reflected rather than remove a site, so σ there can be much smaller, and reflected ions can strike elsewhere in the feature. The flux ratio ρ is only the geometric part of directionality. The value 2.6 percent is thus an estimate for an open wall, not a prediction for a particular trench.

**(f) Chlorine that comes back**

The half-sided Maxwell integral of part (e) also gives the flux of a gas at rest onto a surface. With gas density p/(k_B T_g), gas temperature T_g and molecular mass m_g,

Φ = [p/(k_B T_g)] √(k_B T_g/(2πm_g)) = p/√(2πm_g k_B T_g).

For Cl₂, with a mass of 70.9 atomic mass units, at 1×10⁻⁸ Torr and 300 K, this is 2.41×10¹² molecules/(cm² s). A sticking probability of 0.1 and two sites per molecule give the refill rate per cleared site

r = 2 × 0.1 × Φ/N
= 0.2 × 2.41×10¹²/(4.76×10¹⁴) s⁻¹
= 1.01×10⁻³ s⁻¹.

Take refill to be proportional to the cleared fraction 1 − θ. This is an assumption: a molecule that needs two neighbouring cleared sites would follow a different law. The rate equation becomes

dθ/dt = −kθ + r(1 − θ) = r − (k + r)θ.

The right side vanishes at the steady value

s = r/(k + r) = 1.6×10⁻³.

Since r = (k + r)s, the equation can be written as

d(θ − s)/dt = −(k + r)(θ − s).

With θ = 1 at the start, its solution is

θ − s = (1 − s) exp[−(k + r)t].

Setting θ = 0.05, dividing by 1 − s and taking the logarithm gives

t = ln[(1 − s)/(0.05 − s)]/(k + r) = 4.84 s.

The increase is slightly under one percent. For r = 0 the formula returns ln 20/k, as it must.

At higher pressure the steady value rises. The layer reaches θ = 0.05 in a finite time if s < 0.05:

r < 0.05(k + r)

0.95r < 0.05k

r < k/19.

At r = k/19 the fraction approaches 0.05 but does not reach it in a finite time. Because r is proportional to pressure, the limiting pressure is

p_lim = (1×10⁻⁸ Torr) × (k/19)/r = 3.2×10⁻⁷ Torr.

Above it, more time does not help. Pumping out more chlorine or increasing the ion flux lowers the steady value s. This limit scales inversely with the assumed sticking probability.

**(g) Sputtering and heating**

Ions that land on the cleared part of the surface can remove unmodified InSb. With sputter yield Y_s, the loss per area up to t₉₅ is

L = Y_s Γ ∫₀^t₉₅ [1 − exp(−kt)] dt.

The first term integrates to t₉₅. The second gives −[1 − exp(−kt₉₅)]/k = −0.95/k. Therefore

L = Y_s Γ(t₉₅ − 0.95/k)
= 0.01 × 6.24×10¹⁴ × (4.80 − 1.52) atoms/cm²
= 2.0×10¹³ atoms/cm².

This is L/N = 4.3 percent of one atomic plane. With a plane spacing of a/4, it corresponds to an average depth of 0.007 nm. The loss does not change t₉₅ in this model, but it weakens the self-limiting character of the step: after the modified layer is gone, sputtering continues at the rate Y_s Γ. The loss is proportional to the chosen yield. The value 0.01 is a favourable choice. Indium and antimony are weakly bound at the surface (about 2.5 to 2.8 eV per atom). Semi-empirical yield formulas for argon then put the sputter threshold near 10 eV and the yield at 50 eV at the order of 0.1 or more, with a large uncertainty. A yield of 0.1 would remove 43 percent of a plane during the step, and the step would then be far from self-limiting.

For the heating, suppose that all the kinetic energy of the ions remains in the wafer. The energy received per area is

F₉₅E = (3.00×10¹⁵ cm⁻²) × (50 eV) = 24 mJ/cm².

The classical heat capacity is 3k_B per atom. Eight atoms in the volume a³ give 24k_B/a³ = 1.22 J/(cm³ K). For a thickness of 0.05 cm the temperature rise is

ΔT = 0.024/(1.22 × 0.05) K = 0.4 K.

Heating by the ions alone is therefore small in this example. The energy released when the ions are neutralized at the surface, radiation and other heat from a plasma are not included.

**How the model relates to a real process**

Indium chlorides have low volatility near room temperature, which makes ion-assisted removal relevant to chlorinated InSb. The values of σ, γ, the sticking probability and the sputter yield used here are chosen, not measured for this surface. The time is inversely proportional to σ, so an error of a factor of two in σ changes the time by a factor of two. A spread in site cross sections matters even when the mean σ is known: the mixture in part (d) lengthens the time from 4.80 s to 7.41 s.

A real chlorinated layer may also be more than one site deep. Buried sites are then shielded until those above them have gone, and a single exponential starting at t = 0 no longer describes the whole layer. The 4.8 s result applies to one exposed layer with equal, independent sites and a known ion current. For a process, σ should be obtained from the remaining coverage measured at several fluences: a plot of ln θ against fluence that stays straight down to the coverage of interest supports the first-order law, and its slope is −σ. For the mixture in part (d) the line bends, and a fit to its early part alone would predict too short a time.

All numerical values are calculated from the stated model.
